\section*{Self-consistent dipole correction for an asymmetric ferromagnet–oxide slab}

\section{The false field of a periodic slab}

A slab with different surfaces has different vacuum potentials on its two sides. A periodic cell forbids this: the potential must return to its starting value after one cell length $L$. The solver meets that demand by putting a uniform field across the cell, and the slab polarizes in it. For the metal--oxide slab treated below, a 5~nm cell produces a false vacuum field of 0.75~MV/cm. The dipole then implies a potential step of 0.37~V, where the isolated slab has 0.21~V. Work functions and charges at the oxide interface inherit the error.

The cure is a sawtooth potential proportional to the slab dipole, updated as the electrons respond. The derivation also gives the error made without it, and the error made when it is added too late.

\section{Potential step and correction}

Let $\rho(z)$ be the total charge density averaged over the surface plane, including the polarization charge of the oxide. The slab is neutral, the normal $z$ points from metal to oxide, and no field is applied. Lateral derivatives average to zero by in-plane periodicity, so Poisson's equation becomes $\phi''=-\rho/\varepsilon_0$. With $\mathcal E=-\phi'$ and zero field in the left vacuum,
\begin{equation}
\varepsilon_0\mathcal E(z)=Q(z),\qquad Q(z)=\int_{-\infty}^{z}\rho(z')\,dz' .
\label{gauss}
\end{equation}
Neutrality makes $Q$, and hence the field, vanish in the right vacuum too. Integrating by parts with $Q'=\rho$,
\begin{align}
\phi(\infty)-\phi(-\infty)
&=-\frac1{\varepsilon_0}\int Q\,dz
=-\frac{[zQ]}{\varepsilon_0}+\frac1{\varepsilon_0}\int z\rho\,dz\nonumber\\
&=\frac m{\varepsilon_0},\qquad m=\int z\rho\,dz .
\label{step}
\end{align}
The boundary term is zero because $Q$ vanishes on both sides. Here $m$ is the dipole per area of the whole slab, with both surfaces and the buried interface. Neutrality makes it independent of the origin. A positive $m$ raises $\phi$ on the right and lowers the electron energy $-e\phi$ there, so the right-hand work function is smaller by $em/\varepsilon_0$.

Now place the same charge in a cell $-L/2<z<L/2$ whose ends lie in vacuum. The periodic and isolated potentials obey the same Poisson equation inside the cell, so they differ by a linear function: $\phi_{\rm per}=\phi_{\rm iso}+az+b$. Equal values at the two ends require $m/\varepsilon_0+aL=0$. Hence
\begin{equation}
\phi_{\rm per}=\phi_{\rm iso}-\frac{m}{\varepsilon_0L}z+b,\qquad
\mathcal E_{\rm vac}=+\frac{m}{\varepsilon_0L}.
\label{false}
\end{equation}
The correction is therefore
\begin{equation}
\phi_{\rm dip}(z)=\frac{m}{\varepsilon_0L}z ,\qquad -L/2<z<L/2 .
\label{dip}
\end{equation}
It rises by $m/\varepsilon_0$ across the cell and drops back at the cell boundary.

\subsection{Where the cell may be cut}

Suppose the cell is cut at $c$ instead. Charge to the left of $c$ is then counted one period further right, and
\begin{equation}
m_c=\int_c^{L/2}z\rho\,dz+\int_{-L/2}^{c}(z+L)\rho\,dz=m+LQ(c).
\label{cut}
\end{equation}
By (\ref{gauss}), the cut leaves the dipole unchanged where the field of the isolated slab vanishes. This also happens at points inside the metal, but there the jump of the sawtooth would act on the electrons. The cut must therefore lie in vacuum, beyond the electron tails, whose density falls roughly as $e^{-2\kappa z}$ with $\kappa=\sqrt{2m_eW}/\hbar$ for work function $W$. In the thin slab treated below the decay rate is 12 to 14\% larger at 0.5 to 0.9~nm outside the nominal surfaces. Most of this arises because the highest filled subband lies 0.77~eV below the Fermi level: replacing $W$ by $W+0.77$~eV raises $\kappa$ by about 11\%.

\subsection{What remains in the vacuum}

The correction removes the plane-averaged field. A lateral Fourier component $\phi_{\mathbf G}(z)$ with $\mathbf G\ne0$ obeys Laplace's equation in vacuum, $\phi_{\mathbf G}''=G^2\phi_{\mathbf G}$, and its bounded solution decays as $e^{-Gz}$ away from the surface. The local field thus vanishes only at distances large compared with $1/G$.

\section{The correction inside the loop}

\subsection{Oxide polarization}

The oxide has electronic permittivity $\varepsilon(z)$ and polarization $P=\varepsilon_0(\varepsilon-1)\mathcal E$. Its bound charge is $-P'$, so with free charge $\rho_f$ (ions and explicit electrons)
\begin{equation}
\rho=\rho_f-\frac{d}{dz}\bigl[\varepsilon_0(\varepsilon-1)\mathcal E\bigr].
\label{bound}
\end{equation}
The field $\mathcal E$ is linear in $\rho$: it is the periodic field minus $m/(\varepsilon_0L)$. On a grid, (\ref{bound}) is one linear system for $\rho$. Since $-\int zP'\,dz=\int P\,dz$, the dipole needed in (\ref{dip}) is
\begin{equation}
m=\int z\rho_f\,dz+\int P\,dz .
\label{mtotal}
\end{equation}

\subsection{Electrons}

Electrons move freely in the plane and occupy subbands $\epsilon_{i\sigma}$ with real functions $\psi_{i\sigma}(z)$ in the potential
\begin{equation}
v_\sigma=u+V_{\rm ox}-\sigma\tfrac{\Delta}{2}f_{\rm m},\qquad
u=-e\phi+v_{\rm xc}[n],\quad \sigma=\pm1 .
\end{equation}
Here $V_{\rm ox}$ is the oxide band offset, $\Delta$ an imposed exchange splitting, and $f_{\rm m}$ is one in the metal and zero outside. The density of states per area and spin of a two-dimensional subband is $m_e/(2\pi\hbar^2)$. Integrating it over the Fermi function gives the subband filling
\begin{equation}
N_{i\sigma}=\frac{m_ek_BT}{2\pi\hbar^2}
\ln\!\left[1+e^{(\mu-\epsilon_{i\sigma})/k_BT}\right],\quad
n=\sum_{i\sigma}N_{i\sigma}\psi_{i\sigma}^2 ,
\end{equation}
and neutrality fixes $\mu$.

\subsection{Newton iteration}

For a trial $u$ the residual is $r=-e\phi[n]+v_{\rm xc}[n]-u$. A change $\delta u$ changes the density by $X\delta u$ and the residual by $(KX-1)\delta u$, where $K=\delta(-e\phi+v_{\rm xc})/\delta n$. Setting the new residual to zero gives
\begin{equation}
(1-KX)\,\delta u=r .
\label{newton}
\end{equation}
The dipole correction belongs in $K$, because $m$ depends on $n$.

First-order perturbation theory supplies $X$. At fixed $\mu$, each $\psi_i$ gains $\psi_j\langle j|\delta u|i\rangle/(\epsilon_i-\epsilon_j)$ from every other state, and each filling changes by $N_i'\langle i|\delta u|i\rangle$. In $\delta n$ the pair $(i,j)$ appears twice with opposite denominators, so the fillings combine into a difference:
\begin{equation}
X_\mu(z,z')=\sum_\sigma\sum_{ij}\frac{N_i-N_j}{\epsilon_i-\epsilon_j}
\psi_i(z)\psi_j(z)\psi_i(z')\psi_j(z'),
\end{equation}
the ratio being $dN_i/d\epsilon_i$ for $i=j$. The electron number must not change, so $\mu$ shifts as well. With $g=\partial n/\partial\mu$, the condition $\int(X_\mu\delta u+g\,\delta\mu)\,dz=0$ fixes $\delta\mu$. A uniform shift of $u$ acts as an opposite shift of $\mu$, so $\int X_\mu(z,z')\,dz=-g(z')$, and
\begin{equation}
X(z,z')=X_\mu(z,z')+\frac{g(z)g(z')}{\int g\,dz}.
\end{equation}

One iteration finds the subbands, $\mu$ and $n$, solves (\ref{bound}) with the correction included, forms $r$, and solves (\ref{newton}). The step is halved if the residual does not fall enough.

\subsection{Energy and forces}

The electrostatic energy per area is $\frac12\int\rho\phi\,dz$, so restoring the isolated potential adds
\begin{equation}
\frac12\int\rho\,\phi_{\rm dip}\,dz=\frac{m^2}{2\varepsilon_0L}.
\label{edip}
\end{equation}
Its variation is $m\,\delta m/(\varepsilon_0L)=\int\phi_{\rm dip}\,\delta\rho\,dz$. The factor $\frac12$ in the energy and the full $\phi_{\rm dip}$ in the potential are thus consistent. The energy stored in the polarization is $\int P^2/[2\varepsilon_0(\varepsilon-1)]\,dz=\frac12\int P\mathcal E\,dz$. It cancels the bound-charge part $\frac12\int(-P')\phi\,dz=-\frac12\int P\mathcal E\,dz$, which leaves $\frac12\int\rho_f\phi\,dz$. The force per area on a rigid ion sheet $\rho_s$, at fixed $\varepsilon(z)$, is $\int\rho_s\mathcal E\,dz$ with the corrected field.

\section{Error analysis}

\subsection{No correction}

To leading order an isolated slab in an applied vacuum field has $m=m_0+\alpha\mathcal E$. Define the length $t=\alpha/\varepsilon_0$. A dielectric layer of thickness $d$ has internal field $\mathcal E/\varepsilon$, hence induced dipole $\varepsilon_0(\varepsilon-1)\mathcal Ed/\varepsilon$ and $t=d(1-1/\varepsilon)$. A perfect metal is the limit $t=d$.

The energy of forcing the dipole to a value $m$ is $(m-m_0)^2/(2\alpha)$, since adding $-m\mathcal E$ and minimizing returns the linear law. By (\ref{edip}), the uncorrected cell lowers this by $m^2/(2\varepsilon_0L)$:
\begin{equation}
F(m)=F_0+\frac{(m-m_0)^2}{2\varepsilon_0t}-\frac{m^2}{2\varepsilon_0L}.
\end{equation}
Setting $F'(m)=0$ gives $(m-m_0)/t=m/L$, so
\begin{equation}
m_{\rm unc}=\frac{m_0}{1-t/L},\qquad
\mathcal E_{\rm vac}=\frac{m_{\rm unc}}{\varepsilon_0L}
=\frac{m_0}{\varepsilon_0(L-t)} .
\label{munc}
\end{equation}
The whole true step falls across the length $L-t$ that the slab does not screen. Relative to $m_0$, the dipole error is $t/(L-t)$. It falls only as $1/L$, and an error of 1\% needs $L=101\,t$. Replacing $(m_{\rm unc}-m_0)/t$ by $m_{\rm unc}/L$ in $F$ gives the energy error
\begin{equation}
F_{\rm unc}-F_0=\frac{m_{\rm unc}(m_{\rm unc}-m_0)-m_{\rm unc}^2}{2\varepsilon_0L}
=-\frac{m_0m_{\rm unc}}{2\varepsilon_0L}.
\label{eunc}
\end{equation}
As $L$ approaches $t$ from above, the linear theory diverges: the minimum of $F$ disappears.

\subsection{Correction after convergence}

Adding (\ref{dip}) to the finished potential of an uncorrected run flattens the vacuum, but the density still belongs to the false field, and the step is $m_{\rm unc}/\varepsilon_0$. Flat vacuum alone therefore does not prove the result. Adding (\ref{edip}) to the energy leaves the cost of the wrong dipole,
\begin{equation}
\frac{(m_{\rm unc}-m_0)^2}{2\varepsilon_0t}
=\frac{m_0^2\,t}{2\varepsilon_0(L-t)^2},
\label{late}
\end{equation}
which falls as $1/L^2$ instead of $1/L$.

\subsection{A lagging dipole}

A simpler scheme converges the electrons with a fixed correction dipole $m_j$, reads off the slab dipole $m'$, and repeats. The vacuum field is then $(m'-m_j)/(\varepsilon_0L)$, so $m'=m_0+(t/L)(m'-m_j)$. Subtracting $m_0$ and solving,
\begin{equation}
m'-m_0=-\frac{t}{L-t}\,(m_j-m_0).
\end{equation}
The error alternates in sign and shrinks only if $L>2t$. With mixing, $m_{j+1}=(1-\beta)m_j+\beta m'$, the error factor becomes $1-\beta L/(L-t)$. The choice $\beta=1-t/L$ removes the error in one step, within linear response.

\section{Worked example}

The model slab has a metal of thickness 1.5~nm with 100 itinerant electrons per nm$^3$, a uniform positive background and $\Delta=2$~eV. The oxide is 0.8~nm thick with $\varepsilon=3$ and $V_{\rm ox}=-1$~eV relative to the local vacuum level. Material edges follow error functions of width 0.08~nm. An ion plane 0.1~nm inside the outer oxide edge carries $\pm2e$ per square cell of side 0.298~nm, or $\pm22.52\,e/\mathrm{nm}^2$, as Gaussian sheets of standard deviation 0.05~nm. The cations lie 0.004~nm further out than the anions. The temperature is 300~K. Exchange is the local-density form and correlation is Wigner's, $-0.44/(r_s+7.8)$ hartree per electron with $r_s$ in bohr; both depend on the total density.

The equations were solved with a Fourier representation on a 0.025~nm grid. In the 5~nm cell, five Newton steps reduced the residual below $10^{-10}$~eV. Straight-line fits to $\phi$ over the outer 0.5~nm on each side give vacuum fields of about $10^{-5}$~MV/cm in magnitude. The dipole (\ref{mtotal}) is $0.01148\,e$/nm. With $e/\varepsilon_0=18.095$~V\,nm,
\begin{equation}
\frac{m}{\varepsilon_0}=0.01148\times18.095\ \mathrm V=0.208\ \mathrm V .
\end{equation}
The step read from the potential is 0.2077~V, and it is the same in a 7~nm cell. The work functions are 3.361~eV on the metal side and 3.153~eV on the oxide side. An isolated slab was also solved without periodic images, with sinc functions on an open line and the field from Gauss's law, $\mathcal E=D/\varepsilon$. It gives the same step and metal-side work function to the digits shown.

The step is a small remainder of large terms. The free charge alone contributes $-2.21$~V and the polarization $+2.42$~V, so omitting $\int P\,dz$ gives even the wrong sign. Within the free charge, the ion plane supplies $22.52\times0.004\times18.095=1.63$~V. The electrons and background supply the other $-3.84$~V.

\subsection{Size of the errors}

Applying $\pm0.5$~MV/cm to the isolated slab gives $t=2.230$~nm. The layer estimate is $1.5+0.8\times\frac23=2.03$~nm. It is 9\% lower and serves only as a rough check. Equation (\ref{munc}) then predicts
\begin{equation}
\frac{m_{\rm unc}}{\varepsilon_0}=\frac{0.2077}{1-2.230/5}\ \mathrm V=0.375\ \mathrm V ,
\end{equation}
and the uncorrected 5~nm calculation gives 0.375~V, 80\% above the true value. At 7~nm both give 0.305~V, still 47\% too large. The vacuum fields are 0.750 and 0.435~MV/cm.

The energy errors at 5 and 7~nm are $-0.430$ and $-0.250$~meV/nm$^2$, in agreement with (\ref{eunc}). Correcting the 5~nm energy after convergence leaves $+0.35$~meV/nm$^2$ by (\ref{late}), hardly an improvement at this cell size. The lagging scheme without mixing would have an error factor of $-0.80$ there; the best mixing is $\beta=0.55$.

At the grid point nearest mid-oxide the field is 0.53~MV/cm with the correction and 0.77~MV/cm without. It varies steeply there: exactly in the middle, 0.004~nm further out, the corrected field is 0.49~MV/cm. The first value is physical. By (\ref{gauss}) and (\ref{bound}), $\varepsilon_0\varepsilon\mathcal E$ is the free charge to the left of that plane. The slab is neutral and the ions beyond the plane sum to zero, so this equals the magnitude of the electron charge in the tail beyond it. The difference, 0.245~MV/cm, is close to the false vacuum field divided by $\varepsilon$, 0.250~MV/cm.

The false field also puts a charge of about $\varepsilon_0\mathcal E_{\rm vac}=0.004\,e/\mathrm{nm}^2$ on the oxide side of the metal. The moment of that half of the slab nevertheless changes by less than $10^{-4}\,\mu_B/\mathrm{nm}^2$. The added charge is thus almost unpolarized in this model, although the metal as a whole has 19\% spin polarization. The cause was not investigated.

\subsection{Force, cut and lateral ripple}

The force on the cation sheet from the corrected field is $-72.60$~eV/nm$^3$. The energy difference for displacements of $\pm0.002$~nm gives $-72.62$~eV/nm$^3$.

Moving the cut to the nominal metal surface changes the apparent step from 0.21~V to about $-86$~V. By (\ref{cut}) this corresponds to a field of about $-86/5=-17$~V/nm at the cut, produced by electrons spilling out of the metal. A plain sum over grid points gives $-87.9$~V, because it places the cut 0.007~nm further out and resolves the steep charge density there only coarsely.

The lateral ripple was computed for the bare ion plane alone, as a three-dimensional lattice of Gaussian ions without dielectric or metal. Above a cation the potential departs from its plane average by 16.8~mV at 0.4~nm and 0.25~mV at 0.6~nm. The decay rate is 21.09~nm$^{-1}$, against $2\pi/a=21.08$~nm$^{-1}$. At 0.4~nm the ripple field is about $21.09\times0.01684=0.355$~V/nm, or 3.6~MV/cm. Screening by the oxide lowers the ripple there to about 10~mV and its field to 2.2~MV/cm, still larger than the false field of the uncorrected 5~nm cell. Close to the surface, vacuum levels must therefore be read from plane averages.

\section{Relation to Fe/MgO}

The parameters are in the rough regime of iron under a few layers of MgO: about 85 atoms per nm$^3$ with roughly one itinerant electron each, and an oxide electronic permittivity near 3. The model moment, $28.0\,\mu_B/\mathrm{nm}^2$ over 1.5~nm, is about a tenth of that of iron, because the $d$ electrons, which carry most of iron's moment, are absent. The metal-side work function of 3.4~eV is also well below iron's, roughly 4.5~eV. The free-electron mass in the barrier is a poor assumption for MgO. Using $0.4\,m_e$ for motion along $z$ in the oxide, with all else fixed, lowers the step from 0.21 to 0.10~V. Making the metal thicker by 0.05 to 0.25~nm, in steps of 0.05~nm, gives values between 0.206 and 0.219~V without a steady trend, and no exchange splitting gives 0.215~V. Narrowing the material edges from 0.08 to 0.07~nm raises the step to 0.25~V and the metal-side work function from 3.36 to 3.43~eV. The rumple matters as much: each 0.001~nm contributes 0.41~V bare, or about 0.15~V once the oxide and the electrons respond, and the ions were not relaxed. A change of 0.002~nm in the rumple would thus shift the step by more than its own size. The model therefore does not predict the step of a real Fe/MgO slab, nor even its sign; the digits given serve to compare numerical methods. In a junction with metal on both sides of the oxide there is no outer vacuum, and the electrode potentials replace the zero-field condition used here.
